**Spin completeness of single spin-flip CI from a triplet ROHF reference**

For a normalized SF-CIS state, $\langle S^2\rangle=2w_T+w_{\rm CO}+w_{\rm OV}+2w_{\rm CV}$. Here C, O and V denote closed, open and virtual orbitals, $w_{\rm CO}$ is the weight of closed-to-open flips (likewise for OV and CV), and $w_T$ is the weight of the open-shell triplet $T_0$. The program builds the Hamiltonian of CH$_2$ in 6-31G from the Slater–Condon rules and asserts that it agrees with the SF-CIS matrix formula. It applies explicit ladder operators to all 50 roots and asserts the formulas for $\langle S^2\rangle$ and for the singlet, triplet and quintet weights. It also asserts that only the open-to-open block is closed under $S^2$, and that $T_0$ couples to closed-to-virtual flips through exchange integrals alone. The output shows no pure root in SF-CIS: the smallest standard deviation of $S^2$ is 0.071, and one root has $\langle S^2\rangle=1.021$. In the open-to-open space and in the two completed spaces, of 48 and 192 determinants, the four lowest states are asserted to be spin pure with the same orbitals.

## Numerical check

```python
"""Spin purity of single spin-flip CI (SF-CIS) from a triplet ROHF reference.

Result under test: only open-to-open flips are closed under S^2.  For a
normalized SF-CIS vector with block weights w,
    <S^2> = 2 w_T + w_CO + w_OV + 2 w_CV,
and adding the missing determinants of each configuration restores purity.
C, O, V: closed, open, virtual orbitals; CO means a closed-to-open flip.
w_T: weight of the open-shell triplet T0 inside the OO block.
Spin orbital 2k is orbital k with alpha spin, 2k+1 the same with beta spin.
A determinant is a sorted tuple of occupied spin orbitals.
Spread: standard deviation of S^2 in a state; zero means spin pure.
"""
from collections import defaultdict
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo
from pyscf.scf import hf

hf.MUTE_CHKFILE = True
EV = physical_constants["Hartree energy in eV"][0]

# ---------- molecule, ROHF reference and integrals ----------
bond, angle = 1.10, 120.0
half = np.radians(angle / 2)
y, z = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[["C", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
            basis="6-31g", spin=2, unit="Angstrom", verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-8, 200
mf.kernel()
assert mf.converged
order = np.argsort(-mf.mo_occ, kind="stable")
mo = mf.mo_coeff[:, order]
n = mo.shape[1]
n_closed = int(np.sum(mf.mo_occ == 2))
closed = list(range(n_closed))
opened = [n_closed, n_closed + 1]
virtual = list(range(n_closed + 2, n))
h = mo.T @ mf.get_hcore() @ mo
eri = ao2mo.restore(1, ao2mo.kernel(mol, mo), n)

spatial, spin = np.arange(2 * n) // 2, np.arange(2 * n) % 2
same = (spin[:, None] == spin[None, :]).astype(float)
h_so = h[np.ix_(spatial, spatial)] * same
chem = eri[np.ix_(spatial, spatial, spatial, spatial)]
chem = chem * same[:, :, None, None] * same[None, None, :, :]
phys = chem.transpose(0, 2, 1, 3)
anti = phys - phys.transpose(0, 1, 3, 2)


def element(bra, ket):
    """Hamiltonian element by the Slater-Condon rules."""
    new = [p for p in bra if p not in ket]
    if len(new) > 2:
        return 0.0
    old = [p for p in ket if p not in bra]
    common = [p for p in bra if p in ket]
    phase = (-1) ** (sum(bra.index(p) for p in new)
                     + sum(ket.index(p) for p in old))
    if not new:
        occ = np.array(bra)
        pair = anti[occ[:, None], occ[None, :], occ[:, None], occ[None, :]]
        return h_so[occ, occ].sum() + 0.5 * pair.sum()
    if len(new) == 1:
        c = np.array(common)
        return phase * (h_so[new[0], old[0]]
                        + anti[new[0], c, old[0], c].sum())
    return phase * anti[new[0], new[1], old[0], old[1]]


def hamiltonian(dets):
    mat = np.zeros((len(dets), len(dets)))
    for i, bra in enumerate(dets):
        for j in range(i + 1):
            mat[i, j] = mat[j, i] = element(bra, dets[j])
    return mat + mol.energy_nuc() * np.eye(len(dets))


# ---------- spin operators acting on explicit determinants ----------
def ladder(state, old_spin):
    """S+ for old_spin=1, S- for old_spin=0.  The two spin partners are
    neighbours in the ordering, so no sign arises."""
    out = defaultdict(float)
    for det, coef in state.items():
        for p in det:
            if p % 2 == old_spin and (p ^ 1) not in det:
                out[tuple(sorted((set(det) - {p}) | {p ^ 1}))] += coef
    return out


def spin_squared(state):
    det = next(iter(state))
    ms = sum(0.5 - p % 2 for p in det)
    out = ladder(ladder(state, 1), 0)
    for d, coef in state.items():
        out[d] += ms * (ms + 1) * coef
    return out


def spin_analysis(state):
    """Mean and spread of S^2, and weights of S = 0, 1, 2."""
    image = spin_squared(state)
    mean = sum(coef * image[d] for d, coef in state.items())
    second = sum(coef ** 2 for coef in image.values())
    spread = np.sqrt(max(second - mean ** 2, 0.0))
    weights = np.linalg.solve([[1, 1, 1], [0, 2, 6], [0, 4, 36]],
                              [1.0, mean, second])
    return mean, spread, weights


def closure(dets):
    """Smallest determinant set that S^2 does not leave."""
    found, todo = set(dets), list(dets)
    while todo:
        for d in spin_squared({todo.pop(): 1.0}):
            if d not in found:
                found.add(d)
                todo.append(d)
    return sorted(found)


# ---------- the spin-flip space ----------
ref = tuple(sorted([2 * k for k in closed + opened]
                   + [2 * k + 1 for k in closed]))
e_ref = element(ref, ref) + mol.energy_nuc()
assert abs(e_ref - mf.e_tot) < 1e-8
ref_mean, ref_spread, _ = spin_analysis({ref: 1.0})
assert abs(ref_mean - 2) < 1e-12 and ref_spread < 1e-12

flips, dets, signs, blocks = [], [], [], []
for i in closed + opened:
    for a in opened + virtual:
        rest = [p for p in ref if p != 2 * i]
        signs.append((-1) ** (ref.index(2 * i)
                              + sum(p < 2 * a + 1 for p in rest)))
        dets.append(tuple(sorted(rest + [2 * a + 1])))
        flips.append((i, a))
        blocks.append(("C" if i in closed else "O")
                      + ("O" if a in opened else "V"))
signs, blocks = np.array(signs), np.array(blocks)
names = ["OO", "CO", "OV", "CV"]
members = {b: [d for d, t in zip(dets, blocks) if t == b] for b in names}

# Slater-Condon matrix against the closed SF-CIS formula
h_sf = hamiltonian(dets)
h_op = h_sf * np.outer(signs, signs)
coul = 2 * np.einsum("pqkk->pq", eri[:, :, :n_closed, :n_closed])
exch = np.einsum("pkkq->pq", eri[:, :n_closed, :n_closed, :])
o = slice(n_closed, n_closed + 2)
open_coul = np.einsum("pqkk->pq", eri[:, :, o, o])
open_exch = np.einsum("pkkq->pq", eri[:, o, o, :])
f_beta = h + coul - exch + open_coul
f_alpha = f_beta - open_exch
formula = np.array([[(i == j) * f_beta[a, b] - (a == b) * f_alpha[i, j]
                     - eri[i, j, a, b] for j, b in flips] for i, a in flips])
assert np.allclose(h_op - e_ref * np.eye(len(dets)), formula, atol=1e-8)

# coupling of T0, the Ms=0 partner of the reference, to the other flips
t0 = np.array([(i == a) / np.sqrt(2) for i, a in flips])
residual = h_op @ t0 - e_ref * t0
for (i, a), block, value in zip(flips, blocks, residual):
    expected = -open_exch[i, a] / np.sqrt(2) if block == "CV" else 0.0
    assert abs(value - expected) < 1e-6
coupling = np.linalg.norm(residual)
assert coupling > 1e-4

# ---------- output: inputs and the four kinds of flip ----------
print(f"CH2, 6-31G: C-H {bond:.2f} angstrom, angle {angle:.0f} degrees")
print(f"orbitals: closed {n_closed}, open 2, virtual {len(virtual)}")
out_of_plane = [k for k, lab in enumerate(mol.ao_labels()) if "px" in lab]
overlap = mol.intor("int1e_ovlp")[np.ix_(out_of_plane, out_of_plane)]
p_weight = [mo[out_of_plane, k] @ overlap @ mo[out_of_plane, k]
            for k in opened]
print("out-of-plane p weight of open orbitals: "
      + ", ".join(f"{abs(w):.3f}" for w in p_weight))
print(f"ROHF triplet energy {e_ref:.6f} hartree, <S^2> {ref_mean:.4f}")
print("Flip blocks: flips present, determinants missing")
for b in names:
    missing = set(closure(members[b])) - set(dets)
    assert (len(missing) == 0) == (b == "OO")
    print(f" {b}: {len(members[b])} present, {len(missing)} missing")
print("One flip alone: <S^2>, spread, weights of S=0,1,2")
ideal = {"CO": [1/2, 1/2, 0], "OV": [1/2, 1/2, 0], "CV": [1/3, 1/2, 1/6]}
for b in names[1:]:
    mean, spread, w = spin_analysis({members[b][0]: 1.0})
    assert np.allclose(w, ideal[b], atol=1e-12)
    ranks = sorted(len(set(ref) - set(d)) for d in closure(members[b][:1]))
    assert ranks == ([1, 2, 2, 2, 2, 3] if b == "CV" else [1, 2])
    print(f" {b}: {mean:.3f}, {spread:.3f}, "
          + ", ".join(f"{abs(x):.4f}" for x in w))
    print(f"   excitation ranks of the full set: {ranks}")

# ---------- SF-CIS roots: ladder operators against weight formulas ----------
energy, vectors = np.linalg.eigh(h_sf)
diag_flips = [k for k, (i, a) in enumerate(flips) if i == a]
table = []
for k in range(len(dets)):
    vec = vectors[:, k]
    w = {b: float(np.sum(vec[blocks == b] ** 2)) for b in names}
    w_t = float(np.sum(vec[diag_flips]) ** 2 / 2)
    mean, spread, s_w = spin_analysis(dict(zip(dets, vec)))
    two = w["CO"] + w["OV"]
    assert abs(mean - (2 * w_t + two + 2 * w["CV"])) < 1e-10
    assert np.allclose(s_w, [w["OO"] - w_t + two / 2 + w["CV"] / 3,
                             w_t + two / 2 + w["CV"] / 2,
                             w["CV"] / 6], atol=1e-10)
    table.append((w, w_t, mean, spread, s_w))
assert min(row[3] for row in table) > 1e-4
assert table[0][1] > 0.5 and energy[0] < e_ref - 1e-6


def show(label, k):
    w, w_t, mean, spread, s_w = table[k]
    print(f" {label} (root {k + 1}): {(energy[k] - e_ref) * EV:.4f} eV, "
          f"<S^2> {mean:.4f}, spread {spread:.4f}")
    print("   " + ", ".join(f"{b} {w[b]:.4f}" for b in names)
          + f", T {w_t:.4f}; S=0,1,2: "
          + ", ".join(f"{abs(x):.4f}" for x in s_w))


print("SF-CIS roots, energy relative to ROHF triplet; weights below")
for k in range(4):
    show("low", k)
for b in names[1:]:
    show(f"most {b}", int(np.argmax([row[0][b] for row in table])))
print(f"smallest spread among all {len(dets)} roots: "
      f"{min(row[3] for row in table):.4f}")
print(f"norm of coupling of T0 to CV flips: {coupling * EV:.4f} eV")

# ---------- spin-complete spaces with the same orbitals ----------
no_cv = closure(members["OO"] + members["CO"] + members["OV"])
full = closure(dets)
nv = len(virtual)
assert len(full) == 4 + 4 * n_closed + 4 * nv + 6 * n_closed * nv
for label, space in [("OO only", members["OO"]),
                     ("completed without CV", no_cv),
                     ("completed with CV", full)]:
    e_space, v_space = np.linalg.eigh(hamiltonian(space))
    print(f"{label}: {len(space)} determinants")
    parts = []
    for k in range(4):
        mean, spread, _ = spin_analysis(dict(zip(space, v_space[:, k])))
        assert spread < 1e-5
        assert min(abs(mean - s * (s + 1)) for s in range(3)) < 1e-8
        parts.append(f"{(e_space[k] - e_ref) * EV + 0.0:.4f} eV "
                     f"({abs(mean):.4f})")
    print("  energy (<S^2>): " + ", ".join(parts[:2]))
    print("                  " + ", ".join(parts[2:]))
    if space is not full:
        # T0 stays an exact eigenstate when CV configurations are absent
        assert np.min(np.abs(e_space - e_ref)) < 1e-7
    else:
        assert np.all(e_space[:len(dets)] <= energy + 1e-9)

print("finished without a failed check")
```

Running it gives:

```
CH2, 6-31G: C-H 1.10 angstrom, angle 120 degrees
orbitals: closed 3, open 2, virtual 8
out-of-plane p weight of open orbitals: 0.000, 1.000
ROHF triplet energy -38.904565 hartree, <S^2> 2.0000
Flip blocks: flips present, determinants missing
 OO: 4 present, 0 missing
 CO: 6 present, 6 missing
 OV: 16 present, 16 missing
 CV: 24 present, 120 missing
One flip alone: <S^2>, spread, weights of S=0,1,2
 CO: 1.000, 1.000, 0.5000, 0.5000, 0.0000
   excitation ranks of the full set: [1, 2]
 OV: 1.000, 1.000, 0.5000, 0.5000, 0.0000
   excitation ranks of the full set: [1, 2]
 CV: 2.000, 2.000, 0.3333, 0.5000, 0.1667
   excitation ranks of the full set: [1, 2, 2, 2, 2, 3]
SF-CIS roots, energy relative to ROHF triplet; weights below
 low (root 1): -0.0729 eV, <S^2> 1.9996, spread 0.1242
   OO 0.9962, CO 0.0000, OV 0.0002, CV 0.0036, T 0.9961; S=0,1,2: 0.0014, 0.9980, 0.0006
 low (root 2): 1.1944 eV, <S^2> 0.0023, spread 0.0710
   OO 0.9979, CO 0.0003, OV 0.0017, CV 0.0001, T 0.0000; S=0,1,2: 0.9989, 0.0011, 0.0000
 low (root 3): 2.2596 eV, <S^2> 0.0140, spread 0.1830
   OO 0.9877, CO 0.0086, OV 0.0023, CV 0.0014, T 0.0002; S=0,1,2: 0.9935, 0.0063, 0.0002
 low (root 4): 4.9316 eV, <S^2> 0.0371, spread 0.2728
   OO 0.9632, CO 0.0323, OV 0.0041, CV 0.0004, T 0.0000; S=0,1,2: 0.9816, 0.0184, 0.0001
 most CO (root 5): 8.0490 eV, <S^2> 1.0210, spread 1.0409
   OO 0.0000, CO 0.9786, OV 0.0004, CV 0.0210, T 0.0000; S=0,1,2: 0.4965, 0.5000, 0.0035
 most OV (root 31): 33.4119 eV, <S^2> 1.0014, spread 1.0028
   OO 0.0000, CO 0.0002, OV 0.9984, CV 0.0014, T 0.0000; S=0,1,2: 0.4998, 0.5000, 0.0002
 most CV (root 47): 313.3807 eV, <S^2> 2.0000, spread 2.0000
   OO 0.0000, CO 0.0000, OV 0.0000, CV 1.0000, T 0.0000; S=0,1,2: 0.3333, 0.5000, 0.1667
smallest spread among all 50 roots: 0.0710
norm of coupling of T0 to CV flips: 1.3541 eV
OO only: 4 determinants
  energy (<S^2>): 0.0000 eV (2.0000), 1.2402 eV (0.0000)
                  2.4570 eV (0.0000), 5.4047 eV (0.0000)
completed without CV: 48 determinants
  energy (<S^2>): -0.0000 eV (2.0000), 1.1662 eV (0.0000)
                  2.1681 eV (0.0000), 4.6117 eV (0.0000)
completed with CV: 192 determinants
  energy (<S^2>): -0.1762 eV (2.0000), 1.1532 eV (0.0000)
                  2.0777 eV (0.0000), 4.5829 eV (0.0000)
finished without a failed check
```
